# The Coulomb singularity in periodic Fock exchange and its weight, part 2

A periodic exchange calculation sums over two crystal momenta $\mathbf k,\mathbf k'$ and reciprocal lattice vectors $\mathbf G$. At $\mathbf Q=\mathbf k-\mathbf k'+\mathbf G=0$ the Coulomb factor $4\pi/Q^2$ is singular. The question is which number to store there on a finite mesh.

Hartree atomic units are used. The crystal is gapped and cubic, with $N$ doubly occupied bands and cell volume $\Omega$. The mesh has $N_k$ points; its supercell is a cube of side $L$ and volume $V=N_k\Omega$, whose reciprocal lattice is formed by the $\mathbf Q$. The orbitals $\psi_{n\mathbf k}$ have lattice-periodic parts $u_{n\mathbf k}$, orthonormal over a cell, and band energies $\varepsilon_n$. With

$$S(\mathbf k,\mathbf Q)=\sum_{nm}^{\rm occ}|\langle u_{m,\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle|^2,$$

$\bar S(\mathbf Q)$ is the average over $\mathbf k$, at first taken as converged. Orthonormality gives

$$S(\mathbf k,0)=\sum_{nm}^{\rm occ}|\delta_{nm}|^2=N. \tag{9}$$

For small $\mathbf Q$, with $\mathbf p=-i\nabla+\mathbf k$ and a local potential,

$$S=N-\sum_{ab}g_{ab}(\mathbf k)Q_aQ_b+\dots,\qquad g_{ab}={\rm Re}\sum_n^{\rm occ}\sum_c^{\rm empty}\frac{\langle u_n|p_a|u_c\rangle\langle u_c|p_b|u_n\rangle}{(\varepsilon_c-\varepsilon_n)^2}. \tag{13}$$

The $\mathbf k$ average of $g_{ab}$ is $g\,\delta_{ab}$. The exchange energy per cell of the infinite crystal is

$$E_x=-\int\frac{d\mathbf Q}{(2\pi)^3}\frac{4\pi\bar S(\mathbf Q)}{Q^2},\qquad \bar S(\mathbf Q)=N-gQ^2+O(Q^4). \tag{15}$$

The mesh sum without its singular term is

$$E_0=-\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi\bar S(\mathbf Q)}{Q^2}. \tag{16}$$

Let $P(\mathbf r,\mathbf r')$ be the density matrix of one spin, the kernel of the projector $\hat P$ onto the occupied orbitals. The exchange hole is described by $H(\mathbf s)=\int_{\rm cell}|P(\mathbf r,\mathbf r+\mathbf s)|^2d\mathbf r$. Then $E_x=-\int H(\mathbf s)/s\,d\mathbf s$, the sum rule is $\int H\,d\mathbf s=N$, and

$$\bar S(\mathbf Q)=\int H(\mathbf s)e^{-i\mathbf Q\cdot\mathbf s}d\mathbf s, \tag{17}$$

$$g=\frac12\int H(\mathbf s)s_x^2\,d\mathbf s,\qquad \int H(\mathbf s)s^2\,d\mathbf s=6g. \tag{18}$$

### The error of leaving out the singular term

Insert (17) into (16). The sum over $\mathbf Q$ acts on the exponential alone and produces a periodic potential:

$$E_0=-\int H(\mathbf s)\,v_L(\mathbf s)\,d\mathbf s,\qquad v_L(\mathbf s)=\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}e^{i\mathbf Q\cdot\mathbf s}. \tag{19}$$

This is the potential of a unit charge repeated in every supercell, with a uniform neutralizing background and zero average. Omitting $\mathbf Q=0$ therefore replaces $1/s$ by $v_L$, and

$$E_x-E_0=\int H(\mathbf s)\left[v_L(\mathbf s)-\frac1s\right]d\mathbf s. \tag{20}$$

The bracket is smooth near the origin, because the two point charges cancel. There the background alone remains, and Poisson's equation gives $\nabla^2(v_L-1/s)=4\pi/V$. Cubic symmetry allows one quadratic form, $s^2$, and $\nabla^2s^2=6$ fixes its coefficient as $2\pi/(3V)$. At fourth order the Laplacian must vanish. The cubic polynomials of that order are $x^4+y^4+z^4$ and $s^4$, with Laplacians $12s^2$ and $20s^2$, so the allowed combination is

$$K(\mathbf s)=x^4+y^4+z^4-\tfrac35s^4.$$

Thus

$$v_L(\mathbf s)-\frac1s=-\chi+\frac{2\pi}{3V}s^2+\frac{C_4}{L^5}K(\mathbf s)+\dots \tag{21}$$

The repeated charges at $L\mathbf n$ supply the constant $C_4$; the spherical shells of the background have no fourth-order angular part. Along $x$, the expansion of $1/|\mathbf s-L\mathbf n|$ has the fourth-order term $s^4P_4(n_x/n)/(L^5n^5)$, with $P_4$ the Legendre polynomial, while $K=\tfrac25s^4$. Therefore $C_4=\tfrac52\sum_{\mathbf n\ne0}P_4(n_x/n)/n^5$, which is 7.77. The sum cut off at $|n_x|,|n_y|,|n_z|\le20$ gives 7.7690; the omitted tail falls only as the inverse square of the cutoff and changes the fourth figure.

Integrating (21) with $H$, and using the sum rule and (18), gives

$$E_x=E_0-N\chi+\frac{4\pi g}{V}+\frac{C_4\langle K\rangle}{L^5}+\dots,\qquad \langle K\rangle=\int HK\,d\mathbf s. \tag{22}$$

The expansion holds for $s<L$; the part of $H$ beyond that is exponentially small in a gapped crystal. The three corrections have distinct origins: the norm of the hole, its width and its cubic anisotropy.

If the supercell is cubic but the crystal is not, the quadratic term still contains $\int Hs^2d\mathbf s$, and $g$ becomes one third of the trace of the averaged tensor $g_{ab}$. If the lattice of supercells lacks cubic symmetry, as on an uneven mesh, the quadratic form in (21) is in general itself anisotropic. For a cubic crystal its integral with $H$ is still $4\pi g/V$: since $\int Hs_as_b\,d\mathbf s=2g\,\delta_{ab}$, only the trace of the form enters, and Poisson's equation fixes that trace. If the crystal is not cubic either, $4\pi g/V$ must in general be replaced. In every case the term $-N\chi$ keeps its form, with $\chi$ evaluated for that supercell.

### Computing the constant

By (21), $\chi$ is the limit of $1/s-v_L(\mathbf s)$ as $s\to0$. To obtain it from fast sums, split the Coulomb factor with a length $\sqrt\alpha$:

$$\frac{4\pi}{Q^2}=\frac{4\pi e^{-\alpha Q^2}}{Q^2}+\frac{4\pi(1-e^{-\alpha Q^2})}{Q^2}.$$

In real space the first part is ${\rm erf}(s/2\sqrt\alpha)/s$. To see this, differentiate both with respect to $\alpha$: the first gives $-4\pi e^{-\alpha Q^2}$, whose inverse transform is $-e^{-s^2/4\alpha}/(2\sqrt\pi\,\alpha^{3/2})$, and this is also the derivative of the error-function expression. Both expressions vanish as $\alpha\to\infty$. The second part is therefore ${\rm erfc}(s/2\sqrt\alpha)/s$, and its value at $Q=0$ is $4\pi\alpha$.

Poisson summation turns the second part, summed over all $\mathbf Q$, into a sum over supercell translations $\mathbf T$. Since (19) excludes $\mathbf Q=0$, the amount $4\pi\alpha/V$ is subtracted:

$$v_L(\mathbf s)=\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi e^{-\alpha Q^2}}{Q^2}e^{i\mathbf Q\cdot\mathbf s}+\sum_{\mathbf T}\frac{{\rm erfc}(|\mathbf s+\mathbf T|/2\sqrt\alpha)}{|\mathbf s+\mathbf T|}-\frac{4\pi\alpha}V.$$

For $\mathbf T=0$, the difference between $1/s$ and the complementary error function term is ${\rm erf}(s/2\sqrt\alpha)/s$, which tends to $1/\sqrt{\pi\alpha}$. Hence

$$\chi=\frac1{\sqrt{\pi\alpha}}-\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi e^{-\alpha Q^2}}{Q^2}+\frac{4\pi\alpha}V-\sum_{\mathbf T\ne0}\frac{{\rm erfc}(T/2\sqrt\alpha)}T. \tag{23}$$

The first term is the integral of $4\pi e^{-\alpha Q^2}/Q^2$ over $d\mathbf Q/(2\pi)^3$, so $\chi$ compares an integral with its mesh sum. With $\sqrt\alpha=L/12$, the nearest translations contain ${\rm erfc}(6)<e^{-36}$, and the last sum can be dropped.

Scaling all lengths shows that $\chi$ is a pure number divided by $L$. For the cube, (23) gives

$$\chi=\frac{2.837297}L. \tag{24}$$

A direct summation in real space confirms this. Give each point charge its own cube of background and add the potentials of $41^3$ such neutral cubes at the central charge, leaving out that charge's own $1/s$. The result is $-2.313714/L$. This arrangement has the mean potential $-(2\pi/3V)\int\rho s^2d\mathbf s=\pi/(6L)$, where $\rho$ is the charge density of one neutral cube and $\int\rho s^2d\mathbf s=-L^2/4$. Since $v_L$ has zero average, the mean must be subtracted, which gives $\chi L=2.837313$. Minus $\chi$ is the Madelung potential of the supercell. Since $L\propto N_k^{1/3}$, leaving out the singular term costs an error proportional to $N_k^{-1/3}$. Once $-N\chi$ is included, the leading error of the $\mathbf Q$ sum is $4\pi g/V$, proportional to $1/N_k$.

### Putting it into a program

1. Compute $\chi$ once for the supercell defined by the mesh, from (23).
2. In the table of Coulomb factors, store $V\chi$ at $\mathbf Q=0$. Because $\bar S(0)=N$, this entry contributes $-V^{-1}(V\chi)N=-N\chi$.
3. Use the same table for the exchange operator.
4. In a hybrid functional, multiply the whole exchange term, including this entry, by the fraction of exact exchange.

The third step has a visible effect on bands. The stored entry adds the constant $\chi$ to $v_L$. The exchange operator acts as $-\int P(\mathbf r,\mathbf r')v(\mathbf r-\mathbf r')\psi(\mathbf r')d\mathbf r'$, so the constant contributes $-\chi\hat P\psi$. At fixed orbitals, occupied levels on the mesh move down by $\chi$, empty ones do not move, and the gap opens by $\chi$.

For a spin-polarized insulator each spin has its own sum rule and the energy correction is $-\tfrac12(N_\uparrow+N_\downarrow)\chi$. If exchange is screened at long range, with factor $4\pi(1-e^{-Q^2/4\omega^2})/Q^2$, there is no singularity: expanding the exponential gives the value $\pi/\omega^2$ to store at $\mathbf Q=0$, and $\chi$ must not be added. The mesh sum then contains ${\rm erfc}(\omega s)/s$ together with its images in the other supercells. These leave an error of roughly $-N\sum_{\mathbf T\ne0}{\rm erfc}(\omega T)/T$, which is negligible only when $\omega L$ is well above one. In the model crystal below, with $\omega=0.11$ bohr$^{-1}$ and $\bar S$ converged, the error is $-0.16$ hartree on a $2\times2\times2$ mesh and $-2.6\times10^{-4}$ hartree on a $4\times4\times4$ mesh.

### A model crystal

Take the potential $-V_0[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]$ with $a=6$ bohr and $V_0=1$ hartree. Its orbitals are products of one-dimensional Bloch functions. The lowest four bands, one s-like and three p-like, are filled, so $N=4$; the gap above them is 0.489 hartree. The orbitals are those of the given potential and are not made self-consistent. The energy considered is the Fock exchange of this determinant.

The reference is computed in real space from $H(\mathbf s)$ and the bare $1/s$, with no singular sum over $\mathbf Q$:

$$E_x=-3.40430\ \text{hartree}=-92.636\ \text{eV per cell}.$$

The weight behaves as derived. At $Q=0.043633$ bohr$^{-1}$ along $x$, with the bands labelled by their product character (s, $p_x$, $p_y$, $p_z$), pairs of equal bands contribute 3.992623 and pairs of different bands 0.002140, together 3.994763. Doubling $Q$ raises the second contribution to 0.008529, close to four times as much. This split depends on the labels. The three p bands cross, and if they are numbered by energy, pairs of different bands carry about 0.3 at the smaller $Q$, an amount that grows linearly in $Q$ at small $Q$. The total is the same in both labellings. From the total, $(4-3.994763)/0.043633^2=2.751$ bohr$^2$, near the limiting value $g=2.755351$ bohr$^2$. The perturbation sum (13) and the hole width (18) agree on that limit to all printed digits.

For the $4\times4\times4$ mesh, $L=24$ bohr and $V=13824$ bohr$^3$. With $\bar S$ averaged over a dense $24\times24\times24$ mesh of $\mathbf k$, the steps of (22) are, in hartree:

- without the singular term: $E_0=-2.933959$;
- singular weight: $-N\chi=-4\times0.1182207=-0.472883$, giving $-3.406842$;
- hole width: $4\pi\times2.755351/13824=0.002505$, giving $-3.404337$;
- anisotropy: $7.77\times33.5877/24^5=0.000033$, giving $-3.404305$ when the unrounded terms are added.

The errors relative to the reference after the last three steps are $-2.5\times10^{-3}$, $-3.5\times10^{-5}$ and $-2.1\times10^{-6}$ hartree.

The calculation can be turned round to measure the weight. Keeping the width term and solving for $N$ gives

$$\frac{-2.933959+0.002505+3.404303}{0.118221}=3.9997,$$

and the $8\times8\times8$ mesh gives 3.99998. The reference contains no assumption about a singular term, so this is an independent measurement of (9).

Doubling the mesh from 4 to 8 points per direction lowers the error after the $\chi$ term from $2.54\times10^{-3}$ to $3.14\times10^{-4}$ hartree in magnitude, a factor 8.1 where the $1/V$ law gives 8. After the width term the factor is about 33.5, where $L^{-5}$ gives 32. Without any correction, even the $12\times12\times12$ mesh gives $-3.2468$ hartree, still 4.6% short.

### Why a sphere around the origin is not enough

A tempting choice is to integrate $4\pi N/Q^2$ over a ball with the volume of one mesh cell, $(2\pi)^3/V$. Its radius is $q_c=(6\pi^2)^{1/3}/L=0.162407$ bohr$^{-1}$ for the $4\times4\times4$ mesh, and its leading contribution is $2Nq_c/\pi=0.41357$ hartree. The correction required is $N\chi=0.47288$ hartree, so the ball leaves 0.0593 hartree unaccounted for. The reason follows from the meaning of $\chi$: it is the full integral minus the sum over all other mesh points, and those points do not reproduce the integral outside the ball.

The ball itself confirms integrability. Integrating $-g$ in place of $N/Q^2$ gives the next term, $-2gq_c^3/(3\pi)=-0.00250$ hartree. The two terms add to 0.41106 hartree; numerical integration with the full $\bar S$ gives 0.41109 hartree.

### The separate error of the k average

An ordinary calculation uses one mesh for both momenta, so $\bar S(\mathbf Q)$ is itself an average over $N_k$ points. In a gapped crystal $S(\mathbf k,\mathbf Q)$ is a periodic analytic function of $\mathbf k$, and the error of a uniform average of such a function falls exponentially with the number of points per direction. The entry $V\chi$ does not remove this error, which sits in the terms with $\mathbf Q\ne0$; the weight $\bar S(0)=N$ is exact on any mesh.

In the model it is $-4.0\times10^{-4}$, $-1.1\times10^{-5}$ and $-3.3\times10^{-7}$ hartree for 4, 6 and 8 points per direction, a drop by a factor of about 35 for every two points added. At 4 points it is twelve times the anisotropy term, which is then not worth including. With one common mesh and the $\chi$ and width terms, the energies are $-3.40474$, $-3.40432$ and $-3.40430$ hartree. The decay is slower when the density matrix has a longer range, so on coarse meshes this error has to be checked separately. The numerical check also treats an uneven $3\times2\times1$ mesh with explicit three-dimensional orbitals; the energy without the singular term, computed from their pair densities, agrees with the sum over weights, $-2.84056$ hartree.

## Computed values

```
lattice constant a = 6.0 bohr; V0 = 1.0 hartree
cell volume = 216.0 bohr^3; b = 1.047198 bohr^-1
occupied bands N_occ = 4; band gap = 0.48854 hartree
exchange-hole norm = 4.00000000 (number)
real-space E_x = -3.4043026 hartree per cell
real-space E_x = -92.6358 eV per cell
g, perturbation theory = 2.755351 bohr^2
g, hole second moment = 2.755351 bohr^2
pair weights along x: q (bohr^-1), diagonal, off-diagonal, S
  0.000000  4.000000  0.000000  4.000000
  0.043633  3.992623  0.002140  3.994763
  0.087266  3.970626  0.008529  3.979154
  0.174533  3.884577  0.033618  3.918195
ball radius q_c = 0.162407 bohr^-1
ball integral, quadrature = 0.4110896 hartree
ball leading term = 0.4135670 hartree
ball next term = -0.0025047 hartree
chi*L, auxiliary function = 2.837297 (number)
chi*L, real-space charges = 2.837313 (number)
C4 = 7.7690 (number); <K> = 33.5877 bohr^4
3x2x1 mesh, explicit orbitals: -2.8405598 hartree
3x2x1 mesh, pair-weight sum: -2.8405598 hartree
largest forbidden Fourier fraction = 4.1e-16 (number)
cubic q meshes N x N x N; energies in hartree per cell
N=2: chi = 0.2364415; 4 pi g/V = 0.0200375
  E_0: same k mesh -2.4950607; 24^3 k average -2.4798745
  k-average error = -1.52e-02; weight = 3.994501
  24^3 average, errors after chi, g, C4 terms: -2.13e-02, -1.30e-03, -2.52e-04
  same k mesh, after chi and g terms: E = -3.4207890
N=4: chi = 0.1182207; 4 pi g/V = 0.0025047
  E_0: same k mesh -2.9343611; 24^3 k average -2.9339592
  k-average error = -4.02e-04; weight = 3.999705
  24^3 average, errors after chi, g, C4 terms: -2.54e-03, -3.48e-05, -2.06e-06
  same k mesh, after chi and g terms: E = -3.4047394
N=6: chi = 0.0788138; 4 pi g/V = 0.0007421
  E_0: same k mesh -3.0898051; 24^3 k average -3.0897938
  k-average error = -1.13e-05; weight = 3.999944
  24^3 average, errors after chi, g, C4 terms: -7.47e-04, -4.39e-06, -7.59e-08
  same k mesh, after chi and g terms: E = -3.4043183
N=8: chi = 0.0591104; 4 pi g/V = 0.0003131
  E_0: same k mesh -3.1681756; 24^3 k average -3.1681753
  k-average error = -3.26e-07; weight = 3.999982
  24^3 average, errors after chi, g, C4 terms: -3.14e-04, -1.04e-06, -1.26e-08
  same k mesh, after chi and g terms: E = -3.4043040
N=12: chi = 0.0394069; 4 pi g/V = 0.0000928
  E_0: same k mesh -3.2467679; 24^3 k average -3.2467679
  k-average error = -2.86e-10; weight = 3.999996
  24^3 average, errors after chi, g, C4 terms: -9.29e-05, -1.40e-07, -5.13e-09
  same k mesh, after chi and g terms: E = -3.4043027
```
